Spin relaxation in a double tunnel junction with a nonmagnetic island

**Problem**

A nonmagnetic metal island lies between two identical tunnel barriers, each backed by a ferromagnetic lead. The magnetizations are collinear, either parallel (P) or antiparallel (AP). Each junction has total conductance G. Its conductance is G(1 + P)/2 for the majority spin of its lead and G(1 − P)/2 for the minority spin, where the number P is the polarization. The island has ν_tot states per unit energy for each spin. A difference between its spin-up and spin-down populations, left to relaxation alone, decays as exp(−t/τ_spin).

Define the escape time and the magnetoresistance by

τ_escape = e²ν_tot/G,  TMR = (R_AP − R_P)/R_P.

(a) Find TMR in terms of P and the two times.

(b) For P = 0.5 the TMR is found to be half of what it would be without spin relaxation. Find τ_spin in units of τ_escape.

(c) Evaluate τ_spin if the island is a silver film 5 nm thick and each junction has a resistance-area product RA = 1 Ω µm².

Assume that electrons tunnel sequentially, one barrier at a time, without changing their spin. The tunnelling rates do not depend on energy over the bias window, the island is uniform, and its charging energy is negligible.

**A first estimate by scaling**

In the antiparallel state, the spin that enters easily from one lead leaves with difficulty into the other. It piles up on the island, and this accumulation opposes the current. In the parallel state each spin meets two equal barriers and there is no such pile-up. The signal therefore measures the accumulation.

Spin is supplied at a rate set by the voltage. It is lost by escape at a rate 1/τ_escape and by relaxation at a rate 1/τ_spin. A steady population is the supply rate divided by the loss rate, so relaxation reduces the accumulation by the factor

(1/τ_escape)/(1/τ_escape + 1/τ_spin) = 1/(1 + r),  r = τ_escape/τ_spin.

If the signal is simply proportional to the accumulation, it is halved at r = 1. The estimate is τ_spin ≈ τ_escape. It contains no P, which is a reason to distrust it when P is not small.

**Exact solution within the model**

*Rates and conductances.* Let e > 0, and count current as e times the particle flow from left to right. The left lead has electrochemical energy +eV/2 and the right lead −eV/2. Let Γ be the rate at which an electron of given spin tunnels from an island state through one junction. If that junction separates a lead and an island whose electrochemical energies differ by a small eU, a number ν_tot eU of island states lies in the window. The current is then

e × ν_tot eU × Γ = G_σ U,

and therefore

Γ_σ = G_σ/(e²ν_tot).

In the antiparallel state, an electron of either spin sees one junction of conductance G(1 + P)/2 and one of G(1 − P)/2. These add up to G, so its total escape rate is G/(e²ν_tot) = 1/τ_escape. This justifies the name. In the parallel state the two rates are (1 + P)/τ_escape and (1 − P)/τ_escape, so τ_escape is not a common lifetime there.

*Balance at each energy.* Let f_σ(E) be the island occupation for spin σ, and f_L and f_R the Fermi functions of the leads. If each spin flips at rate w, the difference f_↑ − f_↓ decays at rate 2w, because each flip changes the population difference by two. Hence w = 1/(2τ_spin), and the steady state obeys

Γ_Lσ(f_L − f_σ) + Γ_Rσ(f_R − f_σ) − (f_σ − f_−σ)/(2τ_spin) = 0.

The electrons need not thermalize on the island. To integrate over energy, let f_0 be the Fermi function with electrochemical energy zero at the lead temperature, and define a spin voltage v_σ by

e v_σ = ∫(f_σ − f_0) dE.

Shifting a Fermi function upward by an energy a adds an area a under it, since ∫(−df/dE) dE = 1. Thus ∫(f_L − f_0) dE = eV/2 and ∫(f_R − f_0) dE = −eV/2 at any temperature. Integrating the balance and multiplying by eν_tot gives

G_Lσ(V/2 − v_σ) − G_Rσ(V/2 + v_σ) − (K/2)(v_σ − v_−σ) = 0,

K = e²ν_tot/τ_spin = rG.

*Parallel state.* Here G_Lσ = G_Rσ = g_σ. The V terms cancel, leaving

2g_σ v_σ + (K/2)(v_σ − v_−σ) = 0.

Multiply by v_σ and add the two spins:

2g_↑v_↑² + 2g_↓v_↓² + (K/2)(v_↑ − v_↓)² = 0.

No term is negative, so for P < 1 both spin voltages vanish. The current through the left junction is

I_P = (g_↑ + g_↓)V/2 = GV/2.

Relaxation has no effect here because there is no imbalance to relax.

*Antiparallel state.* Let spin up be the majority spin on the left and the minority spin on the right. Its tunnelling terms are

(G/2)[(1 + P)(V/2 − v_↑) − (1 − P)(V/2 + v_↑)] = G(PV/2 − v_↑).

For spin down, P changes sign. The two balances are

G(PV/2 − v_↑) − (K/2)(v_↑ − v_↓) = 0,

G(−PV/2 − v_↓) + (K/2)(v_↑ − v_↓) = 0.

Their sum gives v_↑ + v_↓ = 0, so the island carries spin but no extra charge. Put v_↑ = v and v_↓ = −v. The first balance becomes G(PV/2 − v) − Kv = 0, and with K = rG

v = (PV/2)/(1 + r).

The factor 1/(1 + r) of the estimate is therefore correct for the accumulation. The current through the left junction is

I_AP = (G/2)[(1 + P)(V/2 − v) + (1 − P)(V/2 + v)]

= G(V/2 − Pv)

= (GV/2)[1 − P²/(1 + r)].

*Magnetoresistance.* At equal voltage, R_AP/R_P = I_P/I_AP. Therefore

TMR = 1/[1 − P²/(1 + r)] − 1 = [P²/(1 + r)]/[1 − P²/(1 + r)].

Multiplying numerator and denominator by 1 + r answers part (a):

TMR = P²/(1 − P² + τ_escape/τ_spin).

*Limits.* Without relaxation, TMR = P²/(1 − P²). For comparison, take one barrier directly between the two ferromagnets, with each spin conductance proportional to the product of the lead factors 1 ± P. The parallel conductance is then proportional to (1 + P)² + (1 − P)² = 2(1 + P²), and the antiparallel one to 2(1 + P)(1 − P) = 2(1 − P²). This is the Julliere model, and its ratio is 2P²/(1 − P²). For the same P, the double junction gives half of that even when the island preserves spin perfectly.

For fast relaxation, r ≫ 1, the result becomes P²τ_spin/τ_escape. The signal vanishes because the island forgets which spin was injected.

For fully polarized leads, P → 1, the result is TMR → τ_spin/τ_escape. Without relaxation the antiparallel current would be blocked. Spin flips open the path, and I_AP = (GV/2) r/(1 + r).

*The halved signal.* The condition of part (b) is

P²/(1 − P² + r) = (1/2) P²/(1 − P²).

Inverting both sides gives 1 − P² + r = 2(1 − P²), so r = 1 − P² and

τ_spin = τ_escape/(1 − P²).

For P = 0.5 this is τ_escape/0.75 = (4/3)τ_escape.

The definition of the signal matters. If the resistance change is divided by R_AP instead of R_P, the signal is 1 − I_AP/I_P = P²/(1 + r). That quantity is halved at r = 1, which gives τ_spin = τ_escape.

*The silver film.* For a film of area A and thickness d, ν_tot = νAd and G = A/RA, where ν is the density of states per volume and spin. The area cancels:

τ_escape = e²ν d RA.

For free electrons, k³/(6π²) states per volume and spin lie below wavenumber k. Dividing the derivative k²/(2π²) by dE/dk = ħ²k/m gives, at the Fermi level,

ν = m k_F/(2π²ħ²),  k_F = (3π²n)^(1/3).

Silver has roughly 5.9 × 10²² conduction electrons per cm³. The program's input, n = 5.86 × 10²² cm⁻³, gives k_F = 12.02 nm⁻¹ and ν = 7.989 eV⁻¹ nm⁻³. The third and later digits here and below only let the arithmetic be followed; the free-electron model is not that accurate. A shift of 1 V thus changes the charge of one spin by 7.989 × 5 ≈ 39.9 electron charges per nm² of film. That is 6.40 × 10⁻¹² C/(V µm²), and multiplication by 1 Ω µm² gives

τ_escape = 6.40 ps,  τ_spin = 6.40 ps/0.75 = 8.53 ps.

The expression for τ_escape has the same form in Gaussian units. There e²νd is an inverse length and RA is a time multiplied by a length, and the value is again 6.40 × 10⁻¹² s.

**Comparison of the two**

The estimate gives 6.4 ps and the solution 8.5 ps, so the estimate is 25% below the solution. In general their ratio is 1 − P². They agree for weak polarization and part completely as P → 1.

The currents show where the difference arises. At a total bias of 2 mV, the parallel current density is 2 mV/(2 Ω µm²) = 1 mA/µm², or 0.100 MA/cm². The antiparallel one is

0.100 × (1 − 0.25/1.75) = 0.0857 MA/cm²,

and 0.100/0.0857 − 1 reproduces the halved TMR of 16.7%. The relaxation-free value is 0.25/0.75 = 33.3%. Meanwhile the spin splitting 2ev = P eV/(1 + r) has fallen from 1.000 meV to 0.571 meV, which is 57% of its original value and not half. Relaxation acts on the TMR twice: it reduces the current difference I_P − I_AP, and it raises the current I_AP by which that difference is divided. The scaling argument kept the first effect and missed the second. It is exact within the model for the signal normalized to R_AP, whose denominator I_P does not respond to relaxation.

**How far the inferred time can be trusted**

*Polarization.* Solving the result of part (a) for r gives

r = P²(1 + 1/TMR) − 1.

For a TMR held at 1/6, the slope is dr/dP = 2P × 7 = 7 at P = 0.5, so an error of 0.02 in P moves r by about 0.14 out of 0.75. The inferred time becomes 10.4 ps for P = 0.48 and 7.2 ps for P = 0.52. A 4% error in P thus shifts τ_spin by roughly 20%. The word "halved" hides this, because it presumes that the relaxation-free signal is known.

A series of devices can remove the need for that knowledge. Inverting the result gives

1/TMR = (1 − P²)/P² + τ_escape/(P²τ_spin).

If P and τ_spin stay fixed while τ_escape is varied, 1/TMR is a straight line in τ_escape. Its intercept gives P, and its slope then gives τ_spin. Varying the film thickness serves this purpose if surface relaxation is weak, since otherwise τ_spin itself changes with thickness, and if quantum-well resonances in the film (see below) leave P unchanged.

*Uniform island.* Spin must spread across the film faster than it is lost by escape or relaxation. With a mean free path equal to the thickness, the diffusivity is about 23 cm²/s and the crossing time d²/D is about 11 fs, far below both τ_escape and τ_spin. A spatially resolved diffusion calculation gives a TMR of 16.65%, against 16.67% for the uniform island. To see the formula fail, reduce the diffusivity a thousandfold with all else fixed. This is a limit of the model and not a real silver film, because the mean free path would be far shorter than the atomic spacing. Then d²/D is about 11 ps, longer than both times. The film's own resistance-area product, RA d²/(2Dτ_escape) ≈ 0.8 Ω µm², is then also comparable to that of a junction. The TMR then drops to 6.7% and the formula fails.

*Identical junctions.* Making one junction 5% more conductive and the other 5% less lowers the TMR by 0.04 percentage points; 10% lowers it by 0.17, four times as much. The effect is of second order because reversing the mismatch gives the mirror image of the same device, with the same resistances.

*Sequential tunnelling and a dense spectrum.* Moving straight across at the Fermi speed, an electron would cross the film in 3.6 fs, less than a thousandth of the escape time. With a mean free path near the thickness it scatters many times before escaping, which supports the sequential picture. For a pillar 100 nm square at 300 K, the charging energy is 0.038 meV against kT = 25.9 meV. Confinement across the film is less negligible. A film with hard walls has about k_F d/π = 19 occupied subbands, and the number must be whole. At fixed k_F this lowers ν, and with it both times, by 0.7% at exactly 5 nm and by up to about 5% at nearby thicknesses. Near normal incidence, where tunnelling is strongest, the subbands are about 0.6 eV apart, far more than kT, and a mean free path equal to the thickness broadens them by only ħv_F/d ≈ 0.2 eV. In a smooth film, quantum-well resonances can therefore survive and make the junction conductances vary with thickness. The model leaves this out.

*Stray fields.* A transverse field makes the accumulated spin precess at angular frequency ω. The spin lives for a time T with 1/T = 1/τ_escape + 1/τ_spin, and averaging cos ωt over exponentially distributed lifetimes multiplies the accumulation by 1/(1 + ω²T²). For 0.1 T, ωT = 0.064 and the TMR becomes 16.59%, a relative change of 0.5%.

*Real devices.* The halved signal is a supposed reading, not a measurement. The size of the signal also depends on the chosen RA. With 5 Ω µm² and the same P, film and τ_spin, r would be 3.75 and the TMR 0.25/4.5 = 5.6%. A low RA is therefore needed for an appreciable signal if spin relaxation takes picoseconds. The value of P may also be uncertain: the two oxide interfaces with silver need not have equal polarizations, or the polarization found in a different junction. The figures above are for an error common to both junctions. With unequal polarizations the parallel state also carries a small accumulation. An error of 0.02 at one junction alone costs about half as much (9.4 ps for 0.48, 7.8 ps for 0.52), and 0.48 on one side with 0.52 on the other changes τ_spin by only 0.3%. Surface scattering can also relax spin, and this measurement does not separate it from relaxation inside the film. The 8.5 ps is thus an effective time for the whole island. The numerical output lists the remaining inputs and estimates.

Computed results

```
Polarization P: 0.50
RA of one junction: 1.00 ohm um^2
Ag thickness: 5.0 nm; pillar side: 100 nm
Ag electron density (rough): 5.86e+22 cm^-3
Total bias: 2.0 mV; temperature: 300 K
Fermi wavenumber: 12.02 nm^-1
Fermi energy: 5.50 eV; Fermi speed: 1.39e+08 cm/s
nu per spin: 7.989 eV^-1 nm^-3
nu counted/formula: 1.0001
tau_escape: 6.40 ps
tau_escape, Gaussian route: 6.400e-12 s
TMR without relaxation: 33.33 %
Halved TMR: 16.67 %
tau_escape/tau_spin inferred: 0.750
tau_spin inferred: 8.53 ps
tau_spin from kinetic root: 8.53 ps
tau_spin if (R_AP-R_P)/R_AP halves: 6.40 ps
Parallel current density: 0.1000 MA/cm^2
Antiparallel current density: 0.0857 MA/cm^2
Spin splitting, antiparallel: 0.571 meV
Spin splitting without relaxation: 1.000 meV
tau_spin from same TMR if P=0.48: 10.44 ps
tau_spin from same TMR if P=0.52: 7.17 ps
Diffusivity (rough): 23.2 cm^2/s
TMR, diffusive island: 16.648 %
TMR, diffusivity 1000 times lower: 6.73 %
TMR shift, conductances +5%/-5%: -0.0417 % points
TMR shift, conductances +10%/-10%: -0.1667 % points
Junction resistance: 100 ohm; h/e^2: 25813 ohm
Charging energy: 0.038 meV; kT: 25.85 meV
Thickness subbands k_F d/pi: 19.1
Largest relative change of nu from them: 5.2 %
Ballistic transit time: 3.59 fs
Transit time/tau_escape: 5.6e-04
Barrier (rough): 0.4 eV, 0.8 nm, mass 0.4 m
Barrier relative permittivity (rough): 9.6
RA from WKB barrier: 1.27 ohm um^2
Relative conductance change by bias: 3.1e-07
Over-barrier share of current: 4.1e-07
Barrier field: 0.0125 MV/cm
Stray transverse field: 0.10 T
Precession angle omega*tau_total: 0.0643 rad
TMR with precession: 16.587 %
```
